# Error of the Additive Surface-Lifetime Formula for Identical Surfaces

## Problem

A semiconductor slab of thickness $W$ occupies $-W/2<x<W/2$. Its excess minority-carrier density $n(x,t)$ has constant diffusivity $D$ and constant bulk lifetime $\tau_b$. Both faces have the same constant surface recombination velocity $S$: the diffusion flux leaving through a face is $S$ times the density there. There is no electric field, and nothing varies along the faces.

Long after a light pulse, $n$ decays as $e^{-t/\tau_{\rm eff}}$ with $1/\tau_{\rm eff}=1/\tau_b+1/\tau_s$. The surface lifetime $\tau_s$ can be estimated by

$$\tau_a=\frac{W}{2S}+\frac{W^2}{\pi^2D}.$$

(a) How large can the relative error $(\tau_a-\tau_s)/\tau_s$ become for any $S$, and at what value of $SW/D$?

(b) A p-type, boron-doped silicon wafer has $W=300$ µm, electron mobility 1200 cm²/Vs, $T=300$ K, $\tau_b=100$ µs and $S=5000$ cm/s. Find both lifetimes. If the true $\tau_s$ were measured and the estimate solved for $S$, how wrong would the result be?

## A tempting solution

The slowest mode is $\cos(\alpha x)$. With $u=\alpha W/2$ and $h=SW/(2D)$, the boundary condition is $u\tan u=h$, and $\tau_s=W^2/(4Du^2)$.

Expand the tangent: $u^2(1+u^2/3)\approx h$. Inverting to second order gives $u^2\approx h-h^2/3$, hence $1/u^2\approx 1/h+1/3$. In units of $W^2/(4D)$ the true lifetime is therefore $1/h+1/3$, while the estimate is $1/h+4/\pi^2$. The relative error is

$$\frac{4/\pi^2-1/3}{1/h+1/3}=\frac{0.0720\,h}{1+h/3}.$$

This rises steadily with $h$ and tends to $3\times0.0720=0.216$. The largest error would then be about 22 percent, approached for strongly recombining faces. For part (b), the same bound would be quoted for $S$.

## Where it fails

The mode equation is right, and so is the expansion for $h\ll1$. The fault is to let $h\to\infty$ in a result that needs $u^2\ll1$. As $h$ grows, $\tan u$ must diverge, so $u\to\pi/2$ and $1/u^2\to4/\pi^2$, not $1/3$. The estimate becomes correct in the very limit where the tempting solution puts its worst case.

In physical terms, the number $1/3$ belongs to a nearly flat density profile with a small parabolic sag. Strong surface recombination pulls the density at the faces towards zero and leaves a half-period cosine, to which $4/\pi^2$ belongs. The estimate uses the second number throughout. At small $S$ this does little harm, because there the diffusion term is a small part of the lifetime.

The last sentence of the tempting solution has a second fault: an error bound on $\tau_s$ at given $S$ is not a bound on $S$ at given $\tau_s$.

## Solution of part (a)

**The mode.** Writing $n=e^{-t/\tau_b}v$ turns $\partial_t n=D\,\partial_x^2n-n/\tau_b$ into $\partial_t v=D\,\partial_x^2v$. A mode $v=e^{-D\alpha^2t}\cos(\alpha x)$ has outward flux $-D\,\partial_xv\propto D\alpha\sin(\alpha W/2)$ at $x=W/2$. Setting this equal to $S\cos(\alpha W/2)$ gives

$$D\alpha\tan\frac{\alpha W}{2}=S,\qquad\text{or}\qquad u\tan u=h .$$

By symmetry the other face gives the same condition. On $0<u<\pi/2$ the left side rises from 0 to infinity, so there is one root. An odd mode $\sin(\alpha x)$ requires $u\cot u=-h$, which needs a negative cotangent and so $u>\pi/2$. The next even mode has $u>\pi$. The root below $\pi/2$ is thus the slowest mode, with

$$\frac1{\tau_s}=D\alpha^2=\frac{4Du^2}{W^2}.$$

Its profile is positive everywhere, so any non-negative initial density that is not zero throughout contains it.

**The ratio.** Since $S=2Dh/W$, the first term of the estimate is $W/(2S)=W^2/(4Dh)$. Dividing $\tau_a$ by $\tau_s$ and using $h=u\tan u$,

$$R=\frac{\tau_a}{\tau_s}=\frac{4Du^2}{W^2}\left(\frac{W^2}{4Dh}+\frac{W^2}{\pi^2D}\right)=\frac{u^2}{h}+\frac{4u^2}{\pi^2}=u\cot u+\frac{4u^2}{\pi^2}.$$

All dependence on $S$, $W$ and $D$ is now in the single variable $u$.

**Sign and number of maxima.** The product $\sin u=u\prod_{n\ge1}\left(1-u^2/n^2\pi^2\right)$ has the logarithmic derivative $\cot u=1/u-\sum_n 2u/(n^2\pi^2-u^2)$. Multiplying by $u$ and writing $y=u^2$,

$$R=1+\frac{4y}{\pi^2}-2\sum_{n=1}^{\infty}\frac{y}{n^2\pi^2-y}.$$

With $a=n^2\pi^2$, each term of the sum is $a/(a-y)-1$, whose second derivative $2a/(a-y)^3$ is positive. Hence $R$ is strictly concave in $y$. At $y\to0$ it equals 1. At $u=\pi/2$ the cotangent vanishes and $4u^2/\pi^2=1$, so $R=1$ again. A strictly concave curve lies above its chord, so $R>1$ in between, with one maximum. The estimate is always too long for $0<S<\infty$.

**Both limits.** For small $h$, $u\cot u\approx1-u^2/3$ and $u^2\approx h$, so

$$R-1\approx\left(\frac4{\pi^2}-\frac13\right)h=0.0720\,h .$$

For large $h$, put $u=\pi/2-\delta$. Then $\tan u\approx1/\delta$, and $u\tan u=h$ gives $\delta\approx\pi/(2h)$. To first order $u\cot u\approx\pi\delta/2$ and $4u^2/\pi^2\approx1-4\delta/\pi$, so

$$R-1\approx\left(\frac\pi2-\frac4\pi\right)\delta=\left(\frac{\pi^2}{4}-2\right)\frac1h=\frac{0.4674}{h}.$$

The error rises from zero and returns to zero.

**The maximum.** Setting $dR/du=0$ gives

$$\cot u-\frac{u}{\sin^2u}+\frac{8u}{\pi^2}=0 .$$

The root is $u=1.148$, which corresponds to $SW/D=2u\tan u=5.11$. There

$$\boxed{\left(\frac{\tau_a-\tau_s}{\tau_s}\right)_{\max}=5.065\ \%}$$

relative to the exact lifetime. Relative to the estimate, the same gap is 4.82 percent.

Concavity allows a check without solving for the root. At $u=1.1$ ($y=1.21$) the error is 5.026 percent and $dR/dy=(dR/du)/(2u)=0.00711$. At $u=1.2$ ($y=1.44$) the error is 5.015 percent and the slope is $-0.00830$. The slope changes sign, so the maximum lies between them. The curve lies below both tangents, which cross at a height of 5.109 percent. The maximum error is therefore between 5.026 and 5.109 percent. A numerical search over $S$, using decay rates from the diffusion operator discretized on 200 and 400 cells and extrapolated, gives 5.065 percent without using the tangent equation.

## Solution of part (b)

**Lifetimes.** The thermal voltage is 25.852 mV, so $D=1200\times0.025852=31.02$ cm²/s. Then

$$\frac{SW}{D}=\frac{5000\times0.0300}{31.02}=4.835,\qquad h=2.418,\qquad u=1.1327 .$$

The exact lifetime is

$$\tau_s=\frac{(0.0300)^2}{4\times31.02\times(1.1327)^2}\ \text{s}=5.65\ \text{µs}.$$

The estimate is $3.00+2.94=5.94$ µs, which is 5.06 percent too long. This wafer is close to the worst case, which for its $W$ and $D$ lies at $S=5280$ cm/s.

Bulk recombination dilutes the error. Since $\tau_{\rm eff}=\tau_s\tau_b/(\tau_s+\tau_b)$, replacing $\tau_s$ by $\tau_a=R\tau_s$ changes it by the relative amount

$$\frac{R(\tau_s+\tau_b)}{\tau_a+\tau_b}-1=(R-1)\frac{\tau_b}{\tau_a+\tau_b}.$$

Here this is $5.06\times100/105.9=4.78$ percent: 5.61 µs instead of 5.35 µs.

**Inferring $S$.** Solving the estimate for $S$ with the true lifetime inserted gives

$$S_a=\frac{W}{2\left[\tau_s-W^2/(\pi^2D)\right]}=\frac{0.0300\ \text{cm}}{2\times(5.653-2.940)\ \text{µs}}\approx5530\ \text{cm/s},$$

which is 10.5 percent too high. The subtraction removes about half of the lifetime but none of the error.

For the general case, insert $\tau_s=W^2/(4Du^2)$ and $S=(2D/W)\,u\tan u$:

$$\frac{S}{S_a}=u\tan u\left(\frac1{u^2}-\frac4{\pi^2}\right)=\frac{\tan u}{u}\left(1-\frac{4u^2}{\pi^2}\right).$$

The product for the cosine, $\cos u=\prod_{k}\left(1-4u^2/k^2\pi^2\right)$ over odd $k$, gives by logarithmic differentiation $\tan u/u=(8/\pi^2)\sum_k1/(k^2-z)$ with $z=4u^2/\pi^2$. Therefore

$$\frac{S}{S_a}=\frac8{\pi^2}\left[1+\sum_{k=3,5,\dots}\frac{1-z}{k^2-z}\right].$$

Each term of the sum has derivative $(1-k^2)/(k^2-z)^2<0$. The ratio thus falls steadily from 1 at $z=0$ to $8/\pi^2$ at $z=1$. The inferred $S$ is too high by an amount that grows with $S$ and approaches, without reaching it, $\pi^2/8-1=23.4$ percent. For this wafer with other surfaces:

| $S$ (cm/s) | error in $\tau_s$ | error in inferred $S$ |
|---|---|---|
| 10 | 0.035 % | 0.035 % |
| 5000 | 5.06 % | 10.5 % |
| 100000 | 0.89 % | 22 % |

In the last row the lifetime is nearly all diffusion time, so $S$ rests on a small difference.

This systematic error can be avoided. The mode equation is explicit when $\tau_s$ is known, because $\alpha=1/\sqrt{D\tau_s}$:

$$S=\sqrt{\frac{D}{\tau_s}}\;\tan\!\left(\frac{W}{2\sqrt{D\tau_s}}\right).$$

This requires $\tau_s>W^2/(\pi^2D)$. A shorter value can mean that the slope was read before the slowest mode dominated, that the measurement or the assumed $\tau_b$, $W$ or $D$ is in error, or that the model does not apply. The formula removes the bias of the estimate, but not the sensitivity to the data: for this wafer, a $\tau_s$ read 1 percent too short raises the inferred $S$ by 2 percent at $S=5000$ cm/s and by 33 percent at $S=100000$ cm/s.

## When the fundamental mode is what one sees

Suppose the density starts uniform and its average over the thickness is recorded. Odd modes average to zero. An even mode contributes its mean squared, divided by the mean of its square:

$$w=\frac{(\sin u/u)^2}{\tfrac12\left[1+\sin(2u)/(2u)\right]}.$$

For the wafer with $S=5000$ cm/s, the first two weights are 0.955 and 0.038, and the second even mode has a surface lifetime of 0.52 µs. The surface lifetime read from the slope is 2.0 percent too short at $t=0.3\,\tau_s$. At $t=\tau_s$ the deficit is only 0.002 percent. These figures depend on the start. If the light is absorbed near one face, so that the initial density falls exponentially with an absorption depth of $W/9$, the deficit is 12 percent at $t=0.3\,\tau_s$ and 0.015 percent at $t=\tau_s$.

## The model beside a real wafer

The inputs are rough typical values, with an acceptor density of $10^{16}$ cm⁻³. A velocity of 5000 cm/s describes a poor oxide; a good thermal oxide is nearer 10 cm/s. Of the assumptions examined here, constant $S$ can fail most strongly. For midgap interface traps with flat bands, and an electron capture velocity 100 times that of holes (a rough figure for this interface), $S$ is multiplied by $(1+r)/(1+101r)$, where $r$ is the excess density at the face divided by the acceptor density. With $S$ held at its value for each $r$, $\tau_s$ lengthens by 5 percent at $r=0.001$ and by 51 percent at $r=0.01$. Other changes, each made alone with the mean $S$ fixed at 5000 cm/s, are:

- faces of 7500 and 2500 cm/s: $+13$ percent;
- the ambipolar diffusivity of high injection, for a hole mobility of 450 cm²/Vs: $+42$ percent;
- 350 K, with mobility assumed to fall as $T^{-2.4}$: $+12$ percent (a weaker fall, as $T^{-2.1}$, gives about $+9$ percent);
- surface depletion layers of 0.30 µm per face, counted only as lost thickness: $-0.3$ percent (the band bending that creates them can change the effective $S$ by orders of magnitude, which is not included here);
- perfectly absorbing edges on a 4 cm square: $-0.02$ percent.

The 5 percent bound thus measures the mathematical approximation within the model. It does not say how well the model describes a real wafer: several of these effects change the lifetime by more than 5 percent.

## Numbers as computed

```
u at maximum error: 1.1482
SW/D at maximum error: 5.106
maximum error relative to exact: 5.065 %
same gap relative to estimate: 4.821 %
maximum from operator search: 5.065 %
u=0.5: SW/D=0.546, error=1.657 %
u=1.0: SW/D=3.115, error=4.738 %
u=1.1: SW/D=4.322, error=5.026 %
u=1.2: SW/D=6.173, error=5.015 %
u=1.4: SW/D=16.234, error=3.583 %
slope in u^2 at u=1.1: 0.00711; at 1.2: -0.00830
tangent upper bound on error: 5.109 %
small-h coefficient: 0.0720
large-h coefficient: 0.4674
limit of error in inferred S: 23.37 %
largest mode-rate mismatch: 7.7e-10
mesh shift of rate, 200 to 400 cells: 1.2e-05
W = 300 um, T = 300 K
mobilities n, p = 1200, 450 cm2/Vs
acceptors = 1e+16 cm^-3, tau_b = 100 us
thermal voltage = 25.852 mV, D = 31.022 cm2/s
diffusion term W^2/(pi^2 D) = 2.9395 us
worst-case S for this wafer = 5280 cm/s
S = 10 cm/s: SW/D = 0.0096704, u = 0.06948
  W/(2S) = 1500 us
  tau_s exact 1502.4, estimate 1502.9 us
  error in tau_s 0.035 %
  tau_eff exact 93.759, estimate 93.761 us
  error in tau_eff 0.002 %
  S inferred by estimate 10.003 cm/s (+0.03 %)
S = 5000 cm/s: SW/D = 4.8352, u = 1.13266
  W/(2S) = 3 us
  tau_s exact 5.6534, estimate 5.9395 us
  error in tau_s 5.061 %
  tau_eff exact 5.3509, estimate 5.6065 us
  error in tau_eff 4.777 %
  S inferred by estimate 5527.1 cm/s (+10.54 %)
S = 100000 cm/s: SW/D = 96.704, u = 1.53898
  W/(2S) = 0.15 us
  tau_s exact 3.0623, estimate 3.0895 us
  error in tau_s 0.888 %
  tau_eff exact 2.9713, estimate 2.9969 us
  error in tau_eff 0.862 %
  S inferred by estimate 1.2215e+05 cm/s (+22.15 %)
Changes of tau_s for S = 5000 cm/s from neglected effects:
  injection 0.001: via S +5.1 %, via D +0.08 %
  injection 0.01: via S +51.0 %, via D +0.81 %
  high-injection D = 16.92 cm2/s: +41.8 %
  faces 7500 and 2500 cm/s: +12.82 %
  350 K, D only: +12.0 %
  depletion 0.304 um per face: -0.30 %
  absorbing edges, 4 cm square: -0.022 %
mode weights 1, 2: 0.9546, 0.0383
second even mode lifetime: 0.5246 us
slope lifetime at t = 0.3 tau_s: -2.042 %
slope lifetime at t = tau_s: -0.00223 %
```
